# Pitch walking from mandrel-width errors in self-aligned double patterning

## Problem

Self-aligned double patterning makes two lines from each printed one. A periodic row of sacrificial bars, the mandrels, is printed with pitch \(P\). A film of thickness \(s\) is deposited over them, a vertical etch removes it from all horizontal surfaces, and the mandrels are then stripped. What remains is one film line, or spacer line, where each mandrel sidewall stood. There are two lines per length \(P\), so the mean distance between neighbouring line centres is \(P/2\).

Take \(P=80\) nm, for a final pitch of 40 nm, with nominal mandrel width \(w_0=20\) nm and nominal spacer thickness \(s_0=20\) nm. The mandrel height is \(h=60\) nm, and the vertical etch removes a film depth \(e=22\) nm. These are round model parameters.

The sidewalls are vertical. The deposition is conformal, meaning that the film surface lies at distance \(s\) from the nearest point of the original surface. The etch acts vertically and attacks neither mandrel nor substrate. The mandrel pitch has no error.

Let \(a\) be the distance between the two line centres on either side of a mandrel, and \(b\) the distance between the two line centres on either side of the gap between mandrels. The pitch walk is defined here as the signed difference

\[
D=a-b .
\]

The distances \(a\) and \(b\) deviate from their mean by \(+D/2\) and \(-D/2\). A walk defined by this deviation would be half as large, so the convention must be known before numbers are compared.

1. Every mandrel is too wide by \(\delta=2\) nm, measured on its full width. Find \(a\), \(b\) and \(D\).
2. How does \(D\) change if the 2 nm is instead the outward displacement of each edge, or if the whole width error sits on one edge?
3. What happens if a single mandrel in the row is too wide?
4. Can a change of spacer thickness remove the walk, and at what price?
5. How strongly does the walk show up as a Fourier component of period \(P\) in the line pattern?

## First estimate by scaling

With nominal dimensions the walk should vanish, since \(w_0+s_0=P/2\) was chosen to space the lines equally. A wider mandrel pushes its two lines apart and a narrower one lets them move together, so \(D\) should change sign with \(\delta\). For a small error this suggests

\[
D\approx c\,\delta ,
\]

where \(c\) is a pure number. Scaling does not determine \(c\), which might even depend on ratios such as \(s/P\). With \(c\sim1\), the estimate is

\[
D\sim\delta=2\ \text{nm}.
\]

For the Fourier component, consider only the footprint of the lines, that is, where there is a line and where there is a space. Without walk the footprint repeats after \(P/2\) and has no component of period \(P\). The walk breaks this shorter period. The simplest dimensionless measure of the breaking is \(D/P\), so the amplitude at period \(P\), relative to that at period \(P/2\), is estimated as

\[
R\sim\frac{D}{P}\sim\frac{2}{80}=0.025 .
\]

Both are estimates of order of magnitude. The geometry must supply the coefficients.

## Exact solution

### The width of a spacer line

The position of a line centre depends on the line's width, so the width comes first. Let \(u\) be the horizontal distance from a mandrel sidewall into the gap. The film top at \(u\) is the highest point within distance \(s\) of the original surface. The upper mandrel corner, at height \(h\), reaches the height \(h+\sqrt{s^2-u^2}\) when \(u<s\). The substrate contributes the height \(s\). Hence

\[
y_{\rm top}(u)=\max\!\left[h+\sqrt{s^2-u^2},\,s\right]\quad(u<s),
\qquad
y_{\rm top}(u)=s\quad(u>s).
\]

The second expression holds in the open part of the gap, beyond the reach of both sidewalls. Such a part exists if \(P-w>2s\). Otherwise the films on facing sidewalls meet, and if the mandrel is taller than the etch depth, the two lines in the gap merge. Here \(80-22=58\) nm exceeds \(2\times20=40\) nm.

The etch lowers the film top by \(e\). With \(e\ge s\) it clears the flat film on the substrate and on the mandrel. Next to the sidewall the remaining height is

\[
h+\sqrt{s^2-u^2}-e .
\]

If \(h>e\), this is positive for every \(u<s\). The line therefore extends from \(u=0\) to \(u=s\), and its width at the foot is

\[
\ell=s .
\]

The mandrel width does not enter. A mandrel-width error moves the lines but does not change their width.

The height condition matters. If \(h<e<h+s\), film survives only where \(\sqrt{s^2-u^2}>e-h\). Both sides are positive, so squaring preserves the inequality and gives

\[
\ell=\sqrt{s^2-(e-h)^2}<s .
\]

For a mandrel only 15 nm high this is \(\sqrt{20^2-7^2}=18.73\) nm. The simulated film in the numerical output gives 18.70 nm. Its widths are whole multiples of the 0.05 nm grid step, and 18.70 nm is the largest multiple that fits within 18.73 nm. The narrowing also shifts the line centres, so such a process walks even when \(w\) and \(s\) are nominal. The rest of the solution uses \(h>e\), which the 60 nm mandrel satisfies.

### The common width error

Put the origin at the centre of a mandrel. Its right sidewall is at \(w/2\), and the line there occupies the interval from \(w/2\) to \(w/2+s\). The centre of that line is

\[
x_R=\frac12\left[\frac w2+\left(\frac w2+s\right)\right]=\frac{w+s}{2}.
\]

By reflection, the left line is centred at \(x_L=-(w+s)/2\). The distance across the mandrel is

\[
a=x_R-x_L=w+s .
\]

The next mandrel is centred at \(P\), so its left line is at \(P-(w+s)/2\). The distance across the gap is

\[
b=\left[P-\frac{w+s}{2}\right]-\frac{w+s}{2}=P-w-s .
\]

The sum \(a+b=P\) is fixed by the mandrel pitch. Whatever \(a\) gains, \(b\) must lose. Subtraction gives

\[
D=a-b=2(w+s)-P .
\]

Now write \(w=w_0+\delta\) and \(s=s_0+\eta\), where \(\eta\) is a common error of the spacer thickness:

\[
D=\left[2(w_0+s_0)-P\right]+2\delta+2\eta .
\]

The bracket is the walk already present in the nominal design. Here it is \(2(20+20)-80=0\), which leaves

\[
D=2(\delta+\eta).
\]

For \(\delta=2\) nm and \(\eta=0\),

\[
a=22+20=42\ \text{nm},\qquad b=80-42=38\ \text{nm},
\]

\[
D=42-38=4\ \text{nm}.
\]

The mean distance remains \((42+38)/2=40\) nm, so a measurement of the mean pitch alone would not reveal the error. The line width remains 20 nm.

The relation is linear without any expansion in small \(\delta\), as long as the lines stay separate, the etch clears the flat film (\(e\ge s\)) and the height condition holds. If the nominal design were not balanced, a 2 nm error would still change \(D\) by 4 nm, but the resulting \(D\) would not be 4 nm. A nominal walk of \(-4\) nm, for instance, would be cancelled.

The same number appears in the open spaces between the lines. The space left by a mandrel has width \(w\), and the space in the gap has width \(P-w-2s\). Their difference is

\[
w-(P-w-2s)=2(w+s)-P=D .
\]

Here the spaces are 22 nm and \(80-22-40=18\) nm.

### Errors of the individual edges

A width error can be distributed over the two edges in different ways. Let the left edge of every mandrel move outward by \(\lambda\) and the right edge by \(\rho\), starting from the balanced design. Each line moves with its sidewall:

\[
x_L=-\frac{w_0+s_0}{2}-\lambda,\qquad
x_R=\frac{w_0+s_0}{2}+\rho .
\]

Across the mandrel,

\[
a=x_R-x_L=w_0+s_0+\lambda+\rho .
\]

The left line of the next mandrel is at \(P+x_L\), so

\[
b=P+x_L-x_R=P-(w_0+s_0)-\lambda-\rho .
\]

With \(w_0+s_0=P/2\) the difference is

\[
D=2(\lambda+\rho).
\]

The sum \(\lambda+\rho\) is the full-width error, and its distribution over the edges drops out. If each edge moves outward by 2 nm, the width error is 4 nm and \(D=8\) nm. If one edge of every mandrel moves by 2 nm and the other stays in place, the width error is 2 nm and \(D=4\) nm. In this last case the mandrel centres also shift by 1 nm, but they all shift together, which leaves the distances unchanged. The statement of an error must therefore say whether it refers to the width or to each edge.

### One wide mandrel in a row

Let mandrel \(j\) be centred at \(jP\) and have its own width \(w_j\), while all spacers have thickness \(s\). Its lines are at \(jP\pm(w_j+s)/2\), and therefore

\[
a_j=w_j+s .
\]

The gap to its right is bounded by lines belonging to two different mandrels:

\[
\begin{aligned}
b_j&=\left[(j+1)P-\frac{w_{j+1}+s}{2}\right]-\left[jP+\frac{w_j+s}{2}\right]\\
&=P-\frac{w_j+w_{j+1}}{2}-s .
\end{aligned}
\]

Write \(w_j=w_0+\delta_j\) and \(s=s_0\). Then \(a_j=P/2+\delta_j\) and \(b_j=P/2-(\delta_j+\delta_{j+1})/2\), so the local difference is

\[
D_j=a_j-b_j=\delta_j+\frac{\delta_j+\delta_{j+1}}{2}
=\frac{3\delta_j+\delta_{j+1}}{2}.
\]

If all errors equal \(\delta\), this returns \(2\delta\). If mandrel \(j\) alone is wide, then \(\delta_{j+1}=0\) and

\[
D_j=\frac32\,\delta=3\ \text{nm}.
\]

The distance across the wide mandrel is 42 nm, as before, but each adjacent gap distance is 39 nm instead of 38 nm. Only one of the two lines bounding such a gap has moved, and it has moved by \(\delta/2=1\) nm. The 4 nm result thus belongs to an error shared by neighbouring mandrels.

For independent random errors, the root-mean-square walk lies between these two cases, although individual values of \(D_j\) need not. Suppose that the \(\delta_j\) are independent, with zero mean and standard deviation \(\sigma\). The variances of independent terms add, with squared coefficients:

\[
\langle D_j^2\rangle=\frac{9\sigma^2+\sigma^2}{4}=\frac52\,\sigma^2 .
\]

The root-mean-square local walk is \(\sqrt{5/2}\,\sigma\approx1.6\,\sigma\). A fully common random error of the same standard deviation would give \(2\sigma\).

### Correction by the spacer thickness

For common errors, \(D=2(\delta+\eta)\) vanishes when \(\eta=-\delta\), provided the etch still clears the flat film. With \(e=22\) nm this limits \(\eta\) to at most 2 nm, so mandrels more than 2 nm too narrow would also need a deeper etch. Mandrels that are 2 nm too wide are compensated by spacers that are 2 nm too thin:

\[
a=22+18=40\ \text{nm},\qquad b=80-22-18=40\ \text{nm}.
\]

The price is the line width, which follows the spacer thickness and falls from 20 to 18 nm. The spaces are then \(w=22\) nm and \(P-w-2s=80-22-36=22\) nm. The pattern is evenly spaced but has thin lines and wide spaces.

There are two separate requirements. Equal centre distances need \(w+s=P/2\), and the correct line width needs \(s=s_0\). Together they fix \(w=w_0\). Within this model, a mandrel-width error cannot be repaired by the deposition without changing the line width.

### The Fourier component of period \(P\)

Describe the footprint of the final pattern by a function \(m(x)\) equal to 1 on the lines and 0 in the spaces. This function ignores the shape of the line tops. Its Fourier coefficients are

\[
F_n=\frac1P\int_{-P/2}^{P/2}m(x)\,e^{-iq_nx}\,dx,\qquad q_n=\frac{2\pi n}{P}.
\]

A single line of width \(s\) centred at \(c\) contributes

\[
\int_{c-s/2}^{c+s/2}e^{-iqx}\,dx=e^{-iqc}\,\frac{2\sin(qs/2)}{q}.
\]

The lines of one period are centred at \(c=\pm a/2\), and their phase factors add to \(2\cos(qa/2)\). Inserting \(q_n\), and using \(4/(Pq_n)=2/(\pi n)\), gives

\[
F_n=\frac{2}{\pi n}\sin\frac{\pi ns}{P}\,\cos\frac{\pi na}{P}.
\]

The coefficient \(F_1\) belongs to period \(P\), and \(F_2\) to period \(P/2\). In their ratio, \(\sin(2\pi s/P)=2\sin(\pi s/P)\cos(\pi s/P)\) cancels the sine in the numerator:

\[
R=\left|\frac{F_1}{F_2}\right|
=\frac{|\cos(\pi a/P)|}{\cos(\pi s/P)\,|\cos(2\pi a/P)|}.
\]

The factor \(\cos(\pi s/P)\) is positive because \(s<P/2\).

To display the walk, use \(a+b=P\) and \(a-b=D\), which give \(a=(P+D)/2\). Then \(\cos(\pi a/P)=-\sin(\pi D/2P)\) and \(\cos(2\pi a/P)=-\cos(\pi D/P)\), so that

\[
R=\frac{|\sin(\pi D/2P)|}{\cos(\pi s/P)\,|\cos(\pi D/P)|}.
\]

This vanishes at \(D=0\), as the shorter period of the footprint requires. For \(D=4\) nm and \(s=20\) nm,

\[
R=\frac{\sin(\pi/40)}{\cos(\pi/4)\cos(\pi/20)}=0.112 .
\]

For flat-topped lines of equal height, a thin-grating, kinematic model gives a diffracted intensity proportional to \(|F_n|^2\). The order belonging to period \(P\) then has \(R^2\approx1.3\) percent of the intensity of the order belonging to \(P/2\). The model leaves out the height profile, roughness and multiple scattering, so this is not a prediction for a particular instrument. At fixed \(s\), \(R\) is the same for \(D\) and \(-D\). For flat-topped lines this intensity ratio alone therefore does not tell whether the mandrels are too wide or too narrow.

The spacer lines derived above are not flat-topped. Their height \(h+\sqrt{s^2-u^2}-e\) is largest at the former sidewall, and the two lines of a mandrel are mirror images, so the height profile has period \(P\) even at \(D=0\). The height-weighted centre of a line lies at \([(h-e)s^2/2+s^3/3]/[(h-e)s+\pi s^2/4]=9.56\) nm from the sidewall instead of 10 nm, which acts like an extra walk of about \(-1.8\) nm. If \(m(x)\) is replaced by this height, the amplitude ratio is 0.050 at \(D=0\), 0.060 at \(D=+4\) nm and 0.164 at \(D=-4\) nm, with intensity ratios of 0.25, 0.35 and 2.7 percent. A signal that weights the line height therefore differs strongly from the footprint value, is not symmetric in \(D\), and does not vanish at zero walk.

## Comparison of the two

The scaling estimate gave \(D\sim2\) nm, and the exact solution gives 4 nm. The estimate has the right sign and the right dependence on \(\delta\), but its coefficient is half the exact one. Scaling left the coefficient open, and the guess \(c\sim1\) would be right if \(a\) rose by \(\delta\) while \(b\) stayed the same. Since \(a+b\) is fixed, \(a\) rises by \(\delta\) and \(b\) falls by \(\delta\), so the difference changes by \(2\delta\). The possible dependence of \(c\) on \(s/P\) turns out to be absent.

The coefficient also depends on what is called the error:

| Error of 2 nm | \(D\) or local difference |
|---|---:|
| Full width, all mandrels | 4 nm |
| Each edge, all mandrels | 8 nm |
| One edge, all mandrels | 4 nm |
| Full width, one mandrel | 3 nm |

For the Fourier amplitude the estimate was 0.025, against 0.112 from the exact formula, a factor of about 4.5. A factor 2 comes from the underestimated walk. Most of the rest follows from the small-walk limit, in which \(\sin(\pi D/2P)\approx\pi D/2P\) and \(\cos(\pi D/P)\approx1\):

\[
R\approx\frac{\pi}{2\cos(\pi s/P)}\,\frac{|D|}{P}.
\]

At \(s=P/4\) the coefficient of \(|D|/P\) is \(\pi/\sqrt2\approx2.2\). With \(D/P=4/80=0.05\), this limit gives \(R\approx0.111\), about 1 percent below the full value. The linear dependence assumed in the estimate is therefore good at this size of walk, and the discrepancy lies almost entirely in the coefficients.

The numerical output comes from a film grown as an envelope of discs on a height grid, etched vertically and stripped of its mandrels. The line positions are measured on what remains. Tests on these simulated lines confirm the walk formula for width and thickness errors of both signs, the distances for unequal mandrels, and the Fourier ratio. They check the geometry under the stated assumptions; they do not test whether a real deposition is conformal or a real sidewall vertical.

## Computed values

```
Mandrel pitch P: 80.0 nm
Nominal mandrel width w0: 20.0 nm
Nominal spacer thickness s0: 20.0 nm
Mandrel height h: 60.0 nm
Film etch depth e: 22.0 nm
Full-width error delta: 2.0 nm
Grid step: 0.05 nm
Nominal distance across mandrel: 40.00 nm
Nominal distance across gap: 40.00 nm
Wide mandrels, width: 22.0 nm
Wide mandrels, distance across mandrel: 42.00 nm
Wide mandrels, distance across gap: 38.00 nm
Wide mandrels, walk D: 4.00 nm
Wide mandrels, mean distance: 40.00 nm
Wide mandrels, final linewidth: 20.00 nm
Error delta on each edge, walk: 8.00 nm
Error delta on one edge only, walk: 4.00 nm
Isolated wide mandrel, own distance: 42.00 nm
Isolated wide mandrel, next gap distance: 39.00 nm
Isolated wide mandrel, difference: 3.00 nm
Compensated case, spacer thickness: 18.0 nm
Compensated case, walk: 0.00 nm
Compensated case, final linewidth: 18.00 nm
Low mandrel, height: 15.0 nm
Low mandrel, simulated linewidth: 18.70 nm
Low mandrel, formula linewidth: 18.73 nm
Fourier amplitude ratio, simulated: 0.11234 (no unit)
Fourier amplitude ratio, formula: 0.11234 (no unit)
Fourier intensity ratio: 1.262 percent
```
